# Vacuum polarization shift of hydrogen levels from the contact potential: test program

```python
"""Vacuum polarization shift of hydrogen levels from the contact potential.

Result under test (hbar = c = 1, m = electron mass, m_r = reduced mass):
  dV = -(4 alpha Z alpha / 15 m^2) delta^3(r)  gives, to first order,
  dE(nS) = -4 alpha (Z alpha)^4 m (m_r/m)^3 / (15 pi n^3),  dE(l>0) = 0.
The contact form is compared with the full one-loop Uehling potential.
Lengths are in reduced Compton wavelengths 1/m, energies in m, and the
potential is stored divided by alpha * Z alpha.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import eval_genlaguerre

alpha = const.fine_structure
Z = 1
za = Z * alpha
mass_ratio = const.m_p / (const.m_p + const.m_e)       # m_r / m
bohr = 1 / (za * mass_ratio)                           # a in units 1/m
mc2_MHz = const.m_e * const.c**2 / const.h / 1e6
MHz_to_eV = const.h * 1e6 / const.e

# --- Uehling potential on a logarithmic radial grid, with t = cosh(y) ---
log_step, y_step = 0.02, 0.05
r = np.exp(np.arange(-16, 4, log_step))
y = np.arange(y_step / 2, 22, y_step)
t = np.cosh(y)
spectral = (1 + 1 / (2 * t**2)) * np.sinh(y)**2 / t**2
yukawa_sum = np.exp(-2 * np.outer(r, t)) @ spectral * y_step
uehling = -2 / (3 * np.pi * r) * yukawa_sum
volume = 4 * np.pi * r**3 * log_step                   # d^3r on the log grid


def integrate_uehling(weight):
    return np.sum(volume * uehling * weight)


# Fourier transform against the one-loop polarization function
def polarization_side(q):
    def integrand(x):
        return x * (1 - x) * np.log1p(x * (1 - x) * q**2)
    return -8 / q**2 * quad(integrand, 0, 1)[0]


for q in (0.3, 1.0, 3.0):
    transform = integrate_uehling(np.sin(q * r) / (q * r))
    assert abs(transform / polarization_side(q) - 1) < 1e-7
    if q == 1.0:
        transform_at_one = transform

# moments: strength of the delta function, mean radius, second moment
strength = integrate_uehling(1.0)
mean_radius = integrate_uehling(r) / strength
second_moment = integrate_uehling(r**2)
assert abs(strength / (-4 / 15) - 1) < 1e-7
assert abs(mean_radius / (25 * np.pi / 128) - 1) < 1e-7
assert abs(second_moment / (-6 / 35) - 1) < 1e-7

# --- Origin density from a grid solution of the radial S equation (a = 1) ---
h = 0.01
x_grid = h * np.arange(1, 8001)
energies, vectors = eigh_tridiagonal(
    1 / h**2 - 1 / x_grid, np.full(len(x_grid) - 1, -0.5 / h**2),
    select='i', select_range=(0, 2))
grid_density = {}
for n in (1, 2, 3):
    u = vectors[:, n - 1] / np.sqrt(h)
    slope = (4 * u[0] - u[1]) / (2 * h)                # u(0) = 0
    inv_r2 = h * np.sum(u**2 / x_grid**2) + h / 2 * slope**2
    grid_density[n] = slope**2 / (4 * np.pi)
    # tolerance covers the O(h^2) discretization error
    assert abs(energies[n - 1] * 2 * n**2 + 1) < 1e-3
    assert abs(grid_density[n] * np.pi * n**3 - 1) < 1e-3
    assert abs(inv_r2 * n**3 / 2 - 1) < 1e-3


# --- Full Uehling expectation values with Schrodinger wave functions ---
def radial_shape(n, l, x):
    poly = eval_genlaguerre(n - l - 1, 2 * l + 1, 2 * x / n)
    return x**l * np.exp(-x / n) * poly


def full_shift(n, l):
    norm = quad(lambda x: (x * radial_shape(n, l, x))**2, 0, 40 * n,
                limit=200)[0]
    density = radial_shape(n, l, r / bohr)**2 / (4 * np.pi * norm * bohr**3)
    return alpha * za * integrate_uehling(density)


def contact_shift(n, ratio=mass_ratio):
    return -4 * alpha * za**4 * ratio**3 / (15 * np.pi * n**3)


range_factor = 1 - 25 * np.pi / 64 * za * mass_ratio
full = {n: full_shift(n, 0) for n in (1, 2, 3)}
for n in (1, 2, 3):
    # neglected terms are of relative order (Z alpha)^2
    assert abs(full[n] / contact_shift(n) - range_factor) < 2 * za**2

full_2p = full_shift(2, 1)
leading_2p = -alpha * za**6 * mass_ratio**5 / (560 * np.pi)
# neglected terms are of relative order Z alpha
assert abs(full_2p / leading_2p - 1) < 2 * za

# --- Output ---
compton_fm = const.hbar / (const.m_e * const.c) * 1e15
print(f"fine-structure constant alpha        = {alpha:.9f}")
print(f"1/alpha                              = {1/alpha:.6f}")
print(f"reduced mass ratio m_r/m             = {mass_ratio:.8f}")
print(f"(m_r/m)^3                            = {mass_ratio**3:.6f}")
print(f"m c^2/h                              = {mc2_MHz:.6e} MHz")
print(f"alpha^5 m c^2/h                      = {alpha**5*mc2_MHz:.3f} MHz")
print(f"reduced Compton wavelength 1/m       = {compton_fm:.3f} fm")
print(f"Bohr radius a (reduced mass)         = {bohr*compton_fm:.1f} fm")
print("Uehling potential, in units of alpha*Z*alpha and m:")
print(f"  volume integral (numerical)        = {strength:.8f} /m^2")
print(f"  -4/15                              = {-4/15:.8f} /m^2")
print(f"  Fourier transform at q = m         = {transform_at_one:.6f} /m^2")
print(f"  mean radius                        = {mean_radius:.6f} /m")
print(f"  mean radius                        = "
      f"{mean_radius*compton_fm:.1f} fm")
print(f"  second moment                      = {second_moment:.6f} /m^4")
print("Origin density |psi(0)|^2 in 1/a^3, grid solution and formula:")
for n in (1, 2, 3):
    print(f"  {n}S: grid {grid_density[n]:.6f}, "
          f"formula {1/(np.pi*n**3):.6f}")
print(f"2S contact shift, infinite nucleus   = "
      f"{contact_shift(2, 1.0)*mc2_MHz:.3f} MHz")
print("Shifts with reduced mass, contact form and full Uehling:")
for n in (1, 2, 3):
    print(f"  {n}S: contact {contact_shift(n)*mc2_MHz:.3f} MHz, "
          f"full {full[n]*mc2_MHz:.3f} MHz")
print(f"2S contact shift                     = "
      f"{contact_shift(2)*mc2_MHz*MHz_to_eV:.4e} eV")
print(f"finite-range factor, formula         = {range_factor:.6f}")
print(f"full/contact for 2S                  = "
      f"{full[2]/contact_shift(2):.6f}")
print(f"2P full Uehling, Schrodinger         = "
      f"{full_2p*mc2_MHz*1e6:.2f} Hz")
print(f"2P leading formula                   = "
      f"{leading_2p*mc2_MHz*1e6:.2f} Hz")
print(f"ratio 2P/2S (full Uehling)           = {full_2p/full[2]:.3e}")
print("all good")
```

It prints:

```
fine-structure constant alpha        = 0.007297353
1/alpha                              = 137.035999
reduced mass ratio m_r/m             = 0.99945568
(m_r/m)^3                            = 0.998368
m c^2/h                              = 1.235590e+14 MHz
alpha^5 m c^2/h                      = 2556.825 MHz
reduced Compton wavelength 1/m       = 386.159 fm
Bohr radius a (reduced mass)         = 52946.5 fm
Uehling potential, in units of alpha*Z*alpha and m:
  volume integral (numerical)        = -0.26666667 /m^2
  -4/15                              = -0.26666667 /m^2
  Fourier transform at q = m         = -0.241718 /m^2
  mean radius                        = 0.613592 /m
  mean radius                        = 236.9 fm
  second moment                      = -0.171429 /m^4
Origin density |psi(0)|^2 in 1/a^3, grid solution and formula:
  1S: grid 0.318231, formula 0.318310
  2S: grid 0.039783, formula 0.039789
  3S: grid 0.011788, formula 0.011789
2S contact shift, infinite nucleus   = -27.129 MHz
Shifts with reduced mass, contact form and full Uehling:
  1S: contact -216.676 MHz, full -214.751 MHz
  2S: contact -27.084 MHz, full -26.844 MHz
  3S: contact -8.025 MHz, full -7.954 MHz
2S contact shift                     = -1.1201e-07 eV
finite-range factor, formula         = 0.991050
full/contact for 2S                  = 0.991109
2P full Uehling, Schrodinger         = -76.34 Hz
2P leading formula                   = -77.18 Hz
ratio 2P/2S (full Uehling)           = 2.844e-06
all good
```
